# Does a donor's binding energy determine its core potential?: a numerical check

```python
"""Equal donor binding energies do not imply equal core potentials.

Result under test: square wells of different radius R, added to one fixed tail,
can have the same ground energy, yet the narrower well always has the larger
normalized envelope density |F(0)|^2 at the nucleus.
Radial function u(r) = sqrt(4 pi) r F(r), with -h u'' + V u = E u.
h = hbar^2/(2m) in eV nm^2; C/r is the screened Coulomb energy in eV;
V0 is the well depth in eV. Lengths are in nm and densities in nm^-3.
The matching solution is compared with a finite-element diagonalization.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

mass, permittivity, binding = 0.30, 11.7, 0.045
radii = [0.25, 0.5, 1.0, 2.0]
h_free = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
h = h_free / mass
C = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity) * 1e9
bohr = 2 * h / C
rydberg = h / bohr**2
kappa = np.sqrt(binding / h)


def diagonalize(depth, R, coulomb, edges, order=14):
    """Two lowest s levels and ground-state data from finite elements."""
    nodes = np.cos(np.pi * np.arange(order, -1, -1) / order)
    gauss, weights = leg.leggauss(order + 4)
    coef = np.linalg.inv(leg.legvander(nodes, order))
    dcoef = leg.legder(coef)
    B = leg.legvander(gauss, order) @ coef
    D = leg.legvander(gauss, order - 1) @ dcoef
    left_slope = (leg.legvander(np.array([-1.0]), order - 1) @ dcoef)[0]
    size = order * (len(edges) - 1) + 1
    H, M = np.zeros((size, size)), np.zeros((size, size))
    r_all, w_all = [], []
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        r = edges[e] + half * (gauss + 1)
        w = weights * half
        inside = edges[e + 1] <= R * (1 + 1e-9)
        V = -coulomb / r - depth * inside
        s = slice(e * order, (e + 1) * order + 1)
        H[s, s] += h * (D.T * (w / half**2)) @ D + (B.T * (w * V)) @ B
        M[s, s] += (B.T * w) @ B
        r_all.append(r)
        w_all.append(w)
    levels, vectors = eigh(H[1:-1, 1:-1], M[1:-1, 1:-1],
                           subset_by_index=[0, 1])
    u = np.zeros(size)
    u[1:-1] = vectors[:, 0]
    slope = left_slope @ u[:order + 1] / ((edges[1] - edges[0]) / 2)
    u *= np.sign(slope)
    values = [B @ u[e * order:(e + 1) * order + 1]
              for e in range(len(edges) - 1)]
    edge_index = int(np.argmin(np.abs(np.array(edges) - R)))
    return dict(E=levels, density=slope**2 / (4 * np.pi),
                r=np.concatenate(r_all), w=np.concatenate(w_all),
                u=np.concatenate(values), uR=u[edge_index * order])


def inner_polynomial(depth, R):
    """Regular solution divided by R, as a series in r/R; slope at zero is 1."""
    k2 = (depth - binding) / h
    b = np.zeros(70)
    b[1] = 1.0
    for n in range(2, len(b)):
        b[n] = -(2 * R / bohr * b[n - 1] + k2 * R**2 * b[n - 2]) / (n * (n - 1))
    return Polynomial(b)


nu = np.sqrt(rydberg / binding)


def outer(r):
    """Decaying Coulomb solution and its derivative."""
    z = 2 * r / (nu * bohr)
    U = float(mp.hyperu(1 - nu, 2, z))
    dU = -(1 - nu) * float(mp.hyperu(2 - nu, 3, z))
    decay = np.exp(-z / 2)
    value = r * decay * U
    slope = decay * (U + r * 2 / (nu * bohr) * (dU - U / 2))
    return value, slope


def match_well(R):
    """Well depth and nuclear density at the prescribed binding energy."""
    w, dw = outer(R)

    def mismatch(depth):
        p = inner_polynomial(depth, R)
        return p.deriv()(1.0) * w - R * p(1.0) * dw

    depth = brentq(mismatch, 0, h * np.pi**2 / R**2 + binding, xtol=1e-14)
    p = inner_polynomial(depth, R)
    norm_in = R**3 * (p * p).integ()(1.0)
    tail = quad(lambda r: outer(r)[0]**2, R, 60, epsabs=1e-12,
                epsrel=1e-9, limit=100)[0]
    norm = norm_in + (R * p(1.0) / w)**2 * tail
    return depth, 1 / (4 * np.pi * norm)


print(f"mass = {mass:.2f} m0, permittivity = {permittivity:.1f}")
print(f"target binding energy = {1e3 * binding:.1f} meV")
print(f"h = {h:.5f} eV nm^2, C = {C:.5f} eV nm")
print(f"Coulomb-only: a = {bohr:.4f} nm, binding = {1e3 * rydberg:.3f} meV")
print(f"Coulomb-only density = {1 / (np.pi * bohr**3):.5f} nm^-3")
print(f"nu = {nu:.5f}, kappa = {kappa:.5f} nm^-1")

# Valley matrix: opposite valleys are neighbours in each pair of indices.
D0, g0, f0 = -0.3, -0.7, -0.2
valleys = np.full((6, 6), f0)
for i in range(6):
    valleys[i, i] = D0
    valleys[i, i ^ 1] = g0
symmetric = np.ones(6) / np.sqrt(6)
assert np.allclose(valleys @ symmetric, (D0 + g0 + 4 * f0) * symmetric)

# Wells without a tail: closed density formula against diagonalization.
print("Pure wells at the target binding energy:")
for R in [0.02, 0.5, 1.0, 2.0]:
    x = brentq(lambda y: y * np.cos(y) + kappa * R * np.sin(y),
               np.pi / 2, np.pi, xtol=1e-14)
    k = x / R
    depth = h * (k**2 + kappa**2)
    formula = k**2 * kappa / (2 * np.pi * (1 + kappa * R))
    mesh = [0.0] + [R * 2.0**j for j in range(14) if R * 2.0**j < 200]
    state = diagonalize(depth, R, 0.0, mesh)
    assert abs(state["E"][0] / -binding - 1) < 1e-5
    assert abs(state["density"] / formula - 1) < 1e-5
    if R == 0.02:
        limit_ratio = state["density"] * 8 * R**2 / (np.pi * kappa)
        assert abs(limit_ratio - 1) < 0.01
        print(f" R=0.02 nm: density/(pi kappa/8R^2) = {limit_ratio:.5f}")
    else:
        print(f" R={R:.2f} nm: V0={depth:.5f} eV, "
              f"density={formula:.5f} nm^-3")

# Donor wells with the common Coulomb tail.
mesh = [0.0] + [0.25 * 2.0**j for j in range(10)]
states, depths, shifts = [], [], []
print("Coulomb tail plus well:")
for R in radii:
    depth, density = match_well(R)
    state = diagonalize(depth, R, C, mesh)
    coarse = diagonalize(depth, R, C, mesh, order=10)
    assert abs(state["E"][0] / -binding - 1) < 1e-6
    assert abs(state["density"] / density - 1) < 1e-6
    shifts.append((abs(coarse["E"][0] - state["E"][0]) * 1e3,
                   abs(coarse["density"] / state["density"] - 1)))
    step_force = depth * state["uR"]**2
    coulomb_force = C * np.sum(state["w"] * state["u"]**2 / state["r"]**2)
    mean_force = step_force + coulomb_force
    assert abs(mean_force / (4 * np.pi * h) / state["density"] - 1) < 1e-6
    inside = np.sum((state["w"] * state["u"]**2)[state["r"] < R])
    print(f" R={R:.2f} nm: V0={depth:.5f} eV, E1s={1e3*state['E'][0]:.5f} meV")
    print(f"  density={density:.5f} nm^-3 = {density*1e21:.4e} cm^-3")
    print(f"  E2s={1e3*state['E'][1]:.4f} meV, P(r<R)={inside:.4f}, "
          f"edge force share={step_force/mean_force:.4f}")
    states.append(state)
    depths.append(depth)
shifts = np.array(shifts)
assert shifts[:, 0].max() < 1e-3 and shifts[:, 1].max() < 1e-4
print(f"mesh order 10 to 14: max energy shift = {shifts[:,0].max():.1e} meV")
print(f"mesh order 10 to 14: max density shift = {shifts[:,1].max():.1e}")

# Comparison theorem, checked on wave functions from diagonalization.
for i in range(len(radii) - 1):
    narrow, wide = states[i], states[i + 1]
    r, w = narrow["r"], narrow["w"]
    difference = (-depths[i] * (r < radii[i])
                  + depths[i + 1] * (r < radii[i + 1]))
    product = w * narrow["u"] * wide["u"]
    assert abs(np.sum(difference * product)) < (
        1e-5 * np.sum(abs(difference) * product))
    ratio = narrow["u"] / wide["u"]
    core = ratio[r < radii[i + 1]]
    tail = ratio[(r > radii[i + 1]) & (r < 8)]
    assert np.all(np.diff(core) < 1e-6) and core[0] > core[-1] + 1e-3
    assert np.ptp(tail) < 1e-5
    assert depths[i] > depths[i + 1]
    assert narrow["density"] > wide["density"]

densities = np.array([s["density"] for s in states])
second = np.array([s["E"][1] for s in states])
assert np.log(densities[0] / densities[-1]) > 3 * np.log(
    second.min() / second.max())
print(f"density ratio R=0.25/2.00 nm = {densities[0]/densities[3]:.4f}")
print(f"density ratio R=0.50/1.00 nm = {densities[1]/densities[2]:.4f}")
print(f"density ratio R=1.00/2.00 nm = {densities[2]/densities[3]:.4f}")
print(f"spread of 2s energies = {1e3*np.ptp(second):.4f} meV")


# Mass anisotropy without a core: ellipsoidal exponential trial envelope.
def ellipsoid(mt, ml):
    def energy(logs):
        a, b = np.exp(logs)
        inverse_r = quad(lambda c: 1 / np.sqrt(a*a*(1-c*c) + b*b*c*c), 0, 1)[0]
        return h_free / 3 * (2/(mt*a*a) + 1/(ml*b*b)) - C * inverse_r
    fit = minimize(energy, np.log([2.5, 1.4]), method="Nelder-Mead",
                   options=dict(xatol=1e-8, fatol=1e-13))
    a, b = np.exp(fit.x)
    return -fit.fun, 1 / (np.pi * a * a * b)


iso_energy, iso_density = ellipsoid(mass, mass)
assert abs(iso_energy / rydberg - 1) < 1e-6
assert abs(iso_density * np.pi * bohr**3 - 1) < 1e-4
mt, ml = 0.19, 0.92
aniso_energy, aniso_density = ellipsoid(mt, ml)
print("Neglected effects (rough silicon parameters):")
print(f" masses mt={mt:.2f}, ml={ml:.2f} m0; no core, variational:")
print(f"  binding={1e3*aniso_energy:.3f} meV, "
      f"density={aniso_density:.5f} nm^-3")
print(f"  density ratio to isotropic = {aniso_density/iso_density:.4f}")

gap, lattice, valley = 1.12, 0.543, 0.85
unit = 2 * np.pi / lattice
edge_energy = h_free / ml * ((1 - valley) * unit)**2
print(f" gap={gap:.2f} eV, lattice={lattice:.3f} nm, valley={valley:.2f} 2pi/a")
print(f" valley-to-zone-edge parabolic energy = {edge_energy:.4f} eV")
for R, depth in zip(radii, depths):
    print(f"  R={R:.2f} nm: V0/gap={depth/gap:.4f}, "
          f"V0/edge energy={depth/edge_energy:.3f}")

# Smallest momentum transfer between perpendicular valleys, modulo the lattice.
transfer = np.array([valley, -valley, 0.0])
reciprocal = [np.array([i, j, l]) for i in range(-3, 4)
              for j in range(-3, 4) for l in range(-3, 4)
              if i % 2 == j % 2 == l % 2]
q = unit * min(np.linalg.norm(transfer + G) for G in reciprocal)
print(f" smallest perpendicular-valley transfer = {q:.3f} nm^-1")
for R in radii:
    x = q * R
    factor = 3 * (np.sin(x) - x * np.cos(x)) / x**3
    direct = quad(lambda r: 3 * r * np.sin(q * r) / (q * R**3), 0, R)[0]
    assert abs(factor - direct) < 1e-9
    print(f"  R={R:.2f} nm: well Fourier factor = {factor:.5f}")

temperature = 4.0
thermal = sc.k * temperature / sc.e
population = 5 * np.exp(-(binding - rydberg) / thermal)
print(f" T={temperature:.1f} K: kT={1e3*thermal:.4f} meV, "
      f"other-1s/A1 population={population:.2e}")
print("success")
```

Output:

```
mass = 0.30 m0, permittivity = 11.7
target binding energy = 45.0 meV
h = 0.12700 eV nm^2, C = 0.12307 eV nm
Coulomb-only: a = 2.0638 nm, binding = 29.817 meV
Coulomb-only density = 0.03621 nm^-3
nu = 0.81401, kappa = 0.59526 nm^-1
Pure wells at the target binding energy:
 R=0.02 nm: density/(pi kappa/8R^2) = 0.99775
 R=0.50 nm: V0=1.58335 eV, density=0.88436 nm^-3
 R=1.00 nm: V0=0.49281 eV, density=0.20940 nm^-3
 R=2.00 nm: V0=0.18353 eV, density=0.04718 nm^-3
Coulomb tail plus well:
 R=0.25 nm: V0=2.56095 eV, E1s=-45.00000 meV
  density=0.37609 nm^-3 = 3.7609e+20 cm^-3
  E2s=-9.0157 meV, P(r<R)=0.0159, edge force share=0.6266
 R=0.50 nm: V0=0.52823 eV, E1s=-45.00000 meV
  density=0.18910 nm^-3 = 1.8910e+20 cm^-3
  E2s=-8.9848 meV, P(r<R)=0.0562, edge force share=0.4374
 R=1.00 nm: V0=0.12267 eV, E1s=-45.00000 meV
  density=0.10832 nm^-3 = 1.0832e+20 cm^-3
  E2s=-8.8955 meV, P(r<R)=0.1870, edge force share=0.2585
 R=2.00 nm: V0=0.03790 eV, E1s=-45.00000 meV
  density=0.06774 nm^-3 = 6.7740e+19 cm^-3
  E2s=-8.6530 meV, P(r<R)=0.4908, edge force share=0.1196
mesh order 10 to 14: max energy shift = 2.4e-09 meV
mesh order 10 to 14: max density shift = 5.3e-12
density ratio R=0.25/2.00 nm = 5.5519
density ratio R=0.50/1.00 nm = 1.7457
density ratio R=1.00/2.00 nm = 1.5991
spread of 2s energies = 0.3627 meV
Neglected effects (rough silicon parameters):
 masses mt=0.19, ml=0.92 m0; no core, variational:
  binding=29.607 meV, density=0.03841 nm^-3
  density ratio to isotropic = 1.0607
 gap=1.12 eV, lattice=0.543 nm, valley=0.85 2pi/a
 valley-to-zone-edge parabolic energy = 0.1248 eV
  R=0.25 nm: V0/gap=2.2866, V0/edge energy=20.527
  R=0.50 nm: V0/gap=0.4716, V0/edge energy=4.234
  R=1.00 nm: V0/gap=0.1095, V0/edge energy=0.983
  R=2.00 nm: V0/gap=0.0338, V0/edge energy=0.304
 smallest perpendicular-valley transfer = 11.829 nm^-1
  R=0.25 nm: well Fourier factor = 0.35851
  R=0.50 nm: well Fourier factor = -0.08522
  R=1.00 nm: well Fourier factor = -0.01709
  R=2.00 nm: well Fourier factor = -0.00074
 T=4.0 K: kT=0.3447 meV, other-1s/A1 population=3.71e-19
success
```
